# Current-corrected Fermi-hole curvature for real and complex open p shells

## Two occupations with the same density

Put non-interacting electrons around a nuclear charge $Z=4$ and fill 1s, 2s and one 2p orbital in one spin channel. The 2p orbital may be the real $p_z$ or the complex $p_+=(p_x+ip_y)/\sqrt2$. At $r=1$ bohr and $\cos^2\theta=1/3$ both choices give the density $n=0.11566$ and the kinetic energy density $\tau=0.14795$. Yet the electron localisation function (ELF), computed from $\tau$, $n$ and $\nabla n$ alone, is 0.711 for $p_z$ and 0.587 for $p_+$. With the current density included, both values are 0.711.

The missing term is $j^2/(2n)$. It follows from the short-range form of the same-spin pair density. The derivation also shows what the term makes equal in an open p shell, and what it does not. Hartree atomic units are used throughout.

## Conventions

All quantities refer to one spin channel of a single Slater determinant with orthonormal, possibly complex orbitals $\psi_i(\mathbf r)$:

$$n=\sum_i|\psi_i|^2,\qquad \tau=\tfrac12\sum_i|\nabla\psi_i|^2,$$
$$\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i,\qquad \tau_W=\frac{|\nabla n|^2}{8n}.$$

The quantity to be derived is

$$D=\tau-\tau_W-\frac{j^2}{2n}. \tag{1}$$

The factor $\tfrac12$ in $\tau$ matters: a code that stores $\sum_i|\nabla\psi_i|^2$ must halve it before using (1). In an open-shell system $D$ is evaluated for each spin separately, because antisymmetry creates a Fermi hole between equal spins. We take $n>0$ and orbitals that are smooth at the reference point, which excludes the nuclear cusp.

## From the pair density to $D$

With $\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')$, the same-spin pair density of a determinant is

$$P(\mathbf r,\mathbf r')=n(\mathbf r)n(\mathbf r')-|\gamma(\mathbf r,\mathbf r')|^2 .$$

It can be written as a sum of squares,

$$P=\tfrac12\sum_{ij}\left|\psi_i(\mathbf r)\psi_j(\mathbf r')-\psi_j(\mathbf r)\psi_i(\mathbf r')\right|^2. \tag{2}$$

To check this, expand the square. Each of the two squared terms sums to $n(\mathbf r)n(\mathbf r')$. The cross term is $-2\,\mathrm{Re}$ of $\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')\sum_j\psi_j(\mathbf r')\psi_j^*(\mathbf r)=|\gamma|^2$. The prefactor $\tfrac12$ then gives the first form.

Now set $\mathbf r'=\mathbf r+\mathbf s$ and use $\psi_j(\mathbf r+\mathbf s)=\psi_j+\mathbf s\cdot\nabla\psi_j+O(s^2)$. The zeroth-order terms in (2) cancel, which is the Pauli principle, and

$$P=\tfrac12\sum_{ij}|\mathbf s\cdot\mathbf W_{ij}|^2+O(s^3),\qquad \mathbf W_{ij}=\psi_i\nabla\psi_j-\psi_j\nabla\psi_i .$$

Average over the directions of $\mathbf s$. Since $\langle s_\mu s_\nu\rangle=s^2\delta_{\mu\nu}/3$ and odd powers average to zero,

$$\langle P\rangle=\frac{s^2}{6}\sum_{ij}|\mathbf W_{ij}|^2+O(s^4). \tag{3}$$

The double sum reduces to local quantities. Its two squared terms give $2n\sum_j|\nabla\psi_j|^2=4n\tau$. Its cross terms give $-2|\mathbf v|^2$, where

$$\mathbf v=\sum_i\psi_i^*\nabla\psi_i=\tfrac12\nabla n+i\,\mathbf j .$$

The real part of $\mathbf v$ is half the density gradient because $\nabla|\psi_i|^2=2\,\mathrm{Re}\,\psi_i^*\nabla\psi_i$; the imaginary part is the current by definition. Hence $|\mathbf v|^2=|\nabla n|^2/4+j^2$ and

$$\sum_{ij}|\mathbf W_{ij}|^2=4n\tau-\tfrac12|\nabla n|^2-2j^2=4nD. \tag{4}$$

Inserting (4) in (3) and dividing by $n(\mathbf r)$ gives the conditional density of a second electron of the same spin:

$$\frac{\langle P\rangle}{n}=\tfrac23\,D\,s^2+O(s^4). \tag{5}$$

Thus $4D$ is the Laplacian of the conditional density with respect to $\mathbf s$ at contact. A small $D$ means that another electron of the same spin is kept away efficiently. The current enters on the same footing as the density gradient: they are the imaginary and real parts of one vector.

The Fermi hole itself, written as a positive density, is $h=n(\mathbf r')-P/n(\mathbf r)$. Since $\langle n(\mathbf r+\mathbf s)\rangle=n+s^2\nabla^2n/6+O(s^4)$,

$$\langle h\rangle=n+Qs^2+O(s^4),\qquad Q=\tfrac16(\nabla^2n-4D). \tag{6}$$

So $D$ is the orbital-dependent part of the hole curvature, and $\nabla^2n$ is the rest.

Equation (4) also gives $nD=\tfrac12\sum_{i<j}|\mathbf W_{ij}|^2\ge0$. For one orbital there is no pair and $D=0$, whether the orbital carries a current or not. Without the current term, one moving electron would appear to have a same-spin neighbour.

At the sample point, $D$ was also obtained from the pair density at small finite $s$, without orbital gradients. The result is 0.07987 for both $p_z$ and $p_+$, in agreement with (1).

## Gauge invariance

Multiply every orbital by the same phase, $\psi_i\to e^{i\chi(\mathbf r)}\psi_i$. Then $\gamma$ acquires a phase factor, $|\gamma|^2$ is unchanged, and $D$ must be unchanged too. The separate terms do change. From $\nabla(e^{i\chi}\psi_i)=e^{i\chi}(\nabla\psi_i+i\psi_i\nabla\chi)$,

$$\tau\to\tau+\mathbf j\cdot\nabla\chi+\tfrac12n|\nabla\chi|^2,\qquad \mathbf j\to\mathbf j+n\nabla\chi .$$

The density and $\tau_W$ stay fixed, while

$$\frac{j^2}{2n}\to\frac{j^2}{2n}+\mathbf j\cdot\nabla\chi+\tfrac12n|\nabla\chi|^2 .$$

The additions cancel in (1). They do not cancel in $\tau-\tau_W$, which therefore cannot measure a physical pair property of complex orbitals.

For the $p_+$ case a test phase had $\nabla\chi=(0.700,-0.231,0.500)$ at the sample point, where $\mathbf j$ points along $+y$ with magnitude 0.07616. The expected change of $\tau$ is

$$-0.07616\times0.231+\tfrac12\times0.11566\times0.793=0.0283 .$$

Indeed $\tau-\tau_W$ moves from 0.10495 to 0.13324, while $D$ stays at 0.07987.

In a magnetic field with vector potential $\mathbf A$, electrons have the mechanical momentum $-i\nabla+\mathbf A$. The mechanical quantities are $\tau+\mathbf j\cdot\mathbf A+\tfrac12nA^2$ and $\mathbf j+n\mathbf A$. The same algebra, with $\mathbf A$ in place of $\nabla\chi$, shows that they give the same $D$. An implementation may use canonical or mechanical quantities, but must not mix them.

## A p shell without other electrons

Write the p orbitals as $\psi_i=f(r)\,\mathbf a_i\cdot\mathbf r$, with complex vectors obeying $\mathbf a_i^*\cdot\mathbf a_j=\delta_{ij}$. The product $\mathbf a_i\cdot\mathbf r$ contains no conjugation. For $p_z$, $\mathbf a=(0,0,1)$; for $p_+$, $\mathbf a=(1,i,0)/\sqrt2$. Let $k$ such orbitals be filled in the spin channel, and define

$$q(\hat{\mathbf r})=\sum_{i=1}^k|\mathbf a_i\cdot\hat{\mathbf r}|^2,\qquad n_p=f^2r^2q .$$

The gradient is $\nabla\psi_i=f\mathbf a_i+(\mathbf a_i\cdot\mathbf r)f'\hat{\mathbf r}$. In $\mathbf W_{ij}$ the two terms with $f'$ are equal and opposite, so

$$\mathbf W_{ij}=f^2\left[(\mathbf a_i\cdot\mathbf r)\mathbf a_j-(\mathbf a_j\cdot\mathbf r)\mathbf a_i\right].$$

On squaring, the cross term contains $\mathbf a_i^*\cdot\mathbf a_j=0$, which leaves $f^4(|\mathbf a_i\cdot\mathbf r|^2+|\mathbf a_j\cdot\mathbf r|^2)$. Each orbital belongs to $k-1$ pairs, hence

$$nD=\tfrac12(k-1)f^4r^2q,\qquad D=\tfrac12(k-1)f^2. \tag{7}$$

At angular nodes of $n_p$ the second form is understood as a limit. In this bare shell $D$ depends on position only through $r$, and at a given $r$ it has the same value for every real or complex occupation with given $k$. This holds even though the densities of, say, $\{p_x,p_y\}$ and $\{p_z,p_+\}$ differ.

The case $k=1$ shows the size of the error without the current. With $\rho$ the distance from the $z$ axis, $p_+$ has $n=f^2\rho^2/2$ and phase $e^{i\varphi}$, so $j=n/\rho=f^2\rho/2$. Then $j^2/(2n)=f^2/4$. The uncorrected expression is $f^2/4$ for $p_+$ and zero for $p_z$; the correct value is zero for both.

## A p shell outside filled s shells

Let real s orbitals $u(r)$, $v(r),\dots$ also be filled in the same spin channel. For an s–p pair,

$$\mathbf W_{up}=u\nabla(f\,\mathbf a\cdot\mathbf r)-f(\mathbf a\cdot\mathbf r)u'\hat{\mathbf r}
=uf\,\mathbf a+(\mathbf a\cdot\mathbf r)\,w_u\hat{\mathbf r},$$

with $w_u=uf'-fu'$. Since $|\mathbf a|^2=1$ and $\mathbf a\cdot\mathbf r=r\,\mathbf a\cdot\hat{\mathbf r}$,

$$|\mathbf W_{up}|^2=u^2f^2+|\mathbf a\cdot\mathbf r|^2\left(w_u^2+\frac{2ufw_u}{r}\right).$$

An s–s pair contributes $(uv'-vu')^2$, and the p–p pairs contribute as in (7). Summing over all pairs,

$$\begin{aligned}
nD=\tfrac12\Big[&\sum_{u<v}(uv'-vu')^2+kf^2\sum_uu^2\\
&+r^2q\sum_u\Big(w_u^2+\frac{2ufw_u}{r}\Big)+(k-1)f^4r^2q\Big]. 
\end{aligned}\tag{8}$$

For given $k$ and radial functions, $nD$ depends on the occupation through $q$ alone, and linearly apart from a constant. The density $n=\sum_uu^2+f^2r^2q$ also depends on $q$ alone. Two conclusions follow.

1. At the same $r$, with $f\neq0$, points of equal density have equal $q$ and therefore equal $D$, whether the p orbitals are real or complex.
2. The angular average of $|\mathbf a_i\cdot\hat{\mathbf r}|^2$ is $|\mathbf a_i|^2/3=1/3$, so $\langle q\rangle=k/3$. The angular average of $nD$ is the same for every occupation.

The function $D=(nD)/n$ is in general not the same at a given point, because $q$ there may differ. The current correction removes the false distinction between real and complex orbitals; it does not remove the true difference in density shape.

For $\tau-\tau_W$ neither conclusion holds in general. A full p shell ($k=3$) is an exception, because its current vanishes. For one p electron the s orbitals carry no current, so $p_+$ has $j=f^2\rho/2$ as before. With $\langle\rho^2\rangle=2r^2/3$, the average of $n(\tau-\tau_W)$ exceeds that of $nD$ by

$$\tfrac12\langle j^2\rangle=\frac{f^4r^2}{12}. \tag{9}$$

## Reading the local numbers

The model orbitals are hydrogenic:

$$u_1=\sqrt{Z^3/\pi}\,e^{-Zr},\qquad u_2=\sqrt{Z^3/(32\pi)}\,(2-Zr)e^{-Zr/2},$$
$$f=\sqrt{Z^5/(32\pi)}\,e^{-Zr/2}.$$

At $Z=4$ and $r=1$ bohr, $f^2=0.18656$. The direction $\cos^2\theta=1/3$ gives $q=\cos^2\theta=1/3$ for $p_z$ and $q=\tfrac12\sin^2\theta=1/3$ for $p_+$, so the densities agree. The kinetic energy densities agree as well, because

$$|\nabla\psi_p|^2=f^2+|\mathbf a\cdot\mathbf r|^2\left(f'^2+\frac{2ff'}{r}\right)$$

also depends on $q$ alone. What differs is $\nabla n$, since the two densities vary differently with $\theta$.

For $p_+$, $\rho=\sqrt{2/3}=0.8165$ bohr, so $j=0.18656\times0.8165/2=0.07616$ and

$$\frac{j^2}{2n}=\frac{0.07616^2}{2\times0.11566}=0.02508 .$$

The two evaluations of (1) are

$$p_z:\ 0.14795-0.06808=0.07987,$$
$$p_+:\ 0.14795-0.04300-0.02508=0.07987 .$$

The current supplies the amount by which $\tau_W$ is smaller in $p_+$. This is the equality of $|\mathbf v|^2$ at equal $q$: the vector has moved part of its length from the real to the imaginary part.

The localisation function compares $D$ with the kinetic energy density of a uniform gas of the same spin density:

$$\mathrm{ELF}=\frac1{1+(D/D_0)^2},\qquad D_0=\tfrac3{10}(6\pi^2)^{2/3}n^{5/3}.$$

Here $D_0\approx0.125$, which gives 0.711 with the correct $D$. Using 0.10495 instead for $p_+$ gives 0.587.

On the equator, $q=0$ for $p_z$ and $q=1/2$ for $p_+$. The densities are 0.05347 and 0.14676, and the corrected $D$ values are 0.14097 and 0.06874. They should differ. The products $nD$ are 0.00754 and 0.01009, and the linear law (8) interpolates to $0.00754+\tfrac23\times0.00255=0.00924$ at $q=1/3$. This is also the angular average of $nD$, 0.009238 for both occupations. Without the current the averages are 0.009238 and 0.012138. Their difference, 0.00290, agrees with $0.18656^2/12$ from (9).

## Effect on an exchange energy

For one p electron outside filled s shells, Hartree plus exact exchange energy is the same for $p_z$ and $p_+$ when the radial functions are fixed. The interaction of the p electron with the spherical shells, direct or exchange, is a rotationally invariant Hermitian form in $\mathbf a$, hence proportional to $|\mathbf a|^2=1$. The Coulomb energy of the p electron with itself is cancelled by its self-exchange. The separate parts do differ.

The p density is $R^2(1+cP_2)/(4\pi)$, where $R^2=4\pi r^2f^2/3$ and $P_2=(3\cos^2\theta-1)/2$, with $c=2$ for $p_z$ and $c=-1$ for $p_+$. Its quadrupole component $\int n_pP_2\,d\Omega$ is $cR^2/5$, so the quadrupole self-energy is $c^2F^2/50$. Here $F^2$ is the radial integral of $R^2(r)R^2(r')\,r_<^2/r_>^3$ with weight $r^2r'^2$. Therefore

$$E_H(p_+)-E_H(p_z)=-\tfrac3{50}F^2=-21.09\ \text{millihartree},$$

using $F^2=45Z/512$ for the hydrogenic 2p orbital, which agrees with numerical quadrature. The exact exchange difference must be $+21.09$ millihartree.

The Becke–Roussel functional shows how well an approximation reproduces this. It models the hole by a normalised exponential, $h=(a^3/8\pi)e^{-ad}$, where $d$ is the distance from a centre placed at distance $b$ from the reference electron. Let $x=ab$. Matching the value $n$ gives $a=(8\pi n)^{1/3}e^{x/3}$. The Laplacian of the exponential is $(a^2-2a/b)h$; matching it to $6Q$ from (6) gives

$$\left(1-\frac2x\right)e^{2x/3}=\frac{3Q}{2\pi^{2/3}n^{5/3}}. \tag{10}$$

The potential of the hole at the electron and the exchange energy are

$$U=-(8\pi n)^{1/3}g(x),\qquad g=\frac{e^{x/3}}{x}\left[1-e^{-x}\left(1+\frac x2\right)\right],$$

and $E_x=\tfrac12\int nU\,d^3r$. The left side of (10) rises with $x$: its derivative has the sign of $x^2-2x+3>0$. Hence (10) has one positive root, and bisection is safe.

The function $g$ also rises. Its derivative has the sign of $(2x-6)e^x+2x^2+4x+6$, whose power series starts with $x^2$ and has no negative coefficient. Omitting $j$ makes $D$ too large, so $Q$ and $x$ are too small and $E_x$ is not negative enough. The error affects $p_+$ and leaves $p_z$ untouched.

For the $p_+$ minus $p_z$ difference, in millihartree:

| | BR exchange | Hartree + BR |
|---|---:|---:|
| without $j$ | 35.54 | 14.45 |
| with $j$ | 20.42 | −0.67 |

The last column should be zero. The current reduces the false splitting from 0.393 eV to −0.018 eV. The remainder is larger than the grid error, which the convergence tests limit to about 0.01 millihartree. It is an error of the model hole, not a missing part of $D$. With the current included, the BR exchange energy lies 13.4 millihartree above the exact value for $p_z$ and 12.7 millihartree above it for $p_+$; the remainder is the difference of these two larger errors. These values belong to fixed hydrogenic orbitals in this model, with $Q$ taken unscaled from (6). The common variant of the functional that multiplies $D$ in $Q$ by 0.8 gives 11.9 and −0.5 millihartree in the last column. They are not self-consistent atomic energies, and the small remainder is not general: with the same orbitals and unscaled $Q$ it is about 3 millihartree (28 without $j$) when only 1s is filled beside the p electron, and about 17 millihartree (46 without $j$) for the p electron alone.

## Notes for implementation

**Cancellation.** Where one orbital dominates, (1) subtracts nearly equal numbers and rounding may make $D$ slightly negative. The form $nD=\tfrac12\sum_{i<j}|\mathbf W_{ij}|^2$ cannot become negative, but its cost grows with the square of the number of orbitals.

**Fractional occupations.** The equalities above assume $k$ fully occupied p orbitals. Spreading one electron as one third in each of $p_x,p_y,p_z$ is a different case. Replacing each orbital by $\psi_i/\sqrt3$ in (4) gives $nD=f^4r^2/9$ with $n=f^2r^2/3$, hence $D=f^2/3$. A single p electron has $D=0$. Spherical averaging of occupations is therefore no substitute for the current term.

**Correlation.** The pair density (2) is that of a determinant. For a correlated state, (1) still defines a gauge-invariant function of its orbitals, but (5) no longer describes the true pair density.

The complete set of values is in the numerical output below.

## Values computed for the example and the checks

```
Nuclear charge Z = 4.0
Radius of the sample points = 1.00 bohr
p factor squared f^2 at this radius = 0.18656 a.u.
Point with cos^2(theta) = 1/3, all in a.u.:
  p_z: density n = 0.11566
  p_z: tau = 0.14795
  p_z: tau_W = 0.06808
  p_z: |j| = 0.00000
  p_z: j^2/(2n) = 0.00000
  p_z: tau - tau_W = 0.07987
  p_z: D = 0.07987
  p_z: ELF without current = 0.7106
  p_z: ELF with current = 0.7106
  p_plus: density n = 0.11566
  p_plus: tau = 0.14795
  p_plus: tau_W = 0.04300
  p_plus: |j| = 0.07616
  p_plus: j^2/(2n) = 0.02508
  p_plus: tau - tau_W = 0.10495
  p_plus: D = 0.07987
  p_plus: ELF without current = 0.5871
  p_plus: ELF with current = 0.7106
D from pair density, p_z = 0.07987 a.u.
D from pair density, p_plus = 0.07987 a.u.
After gauge change, p_plus: tau - tau_W = 0.13324 a.u.
After gauge change, p_plus: D = 0.07987 a.u.
Point on the equator, all in a.u.:
  p_z: n = 0.05347, tau - tau_W = 0.14097, D = 0.14097
  p_plus: n = 0.14676, tau - tau_W = 0.09839, D = 0.06874
Angular averages at the same radius, in a.u.:
  n(tau - tau_W): p_z 0.009238, p_plus 0.012138
  n D: p_z 0.009238, p_plus 0.009238
Becke-Roussel exchange energy of the spin channel:
  1s alone = -1.25000 hartree, exact = -1.25000 hartree
  p_z = -2.20206 hartree
  p_plus without current = -2.16652 hartree
  p_plus with current = -2.18164 hartree
Differences p_plus minus p_z:
  Hartree energy = -21.09 millihartree
  exact exchange energy = 21.09 millihartree
  BR exchange without current = 35.54 millihartree
  BR exchange with current = 20.42 millihartree
  Hartree + BR, no current = 14.45 millihartree = 0.393 eV
  Hartree + BR, with current = -0.67 millihartree = -0.018 eV
```
